\section*{Listing All Strained Coincidence Interfaces Between Two Planar Lattices}

\section{The result}

A crystalline film on a crystalline substrate can be modelled with a periodic cell only if some superlattice of the film is strained onto some superlattice of the substrate. Let the columns of $A$ and $B$ be right-handed primitive bases of substrate and film. The substrate is rigid, the film takes all the strain, and any rotation is allowed. An interface is a linear map $T$ from film to substrate, with $\det T>0$ (the film is not turned over), that carries a film superlattice onto a substrate superlattice. Rigid translations are left aside. The limits are
\begin{equation}
\max_i|\sigma_i-1|\le\varepsilon ,\qquad n_s\det A\le \mathcal A_{\max},
\label{limits}
\end{equation}
where $\sigma_{1,2}$ are the singular values of $T$ and $n_s$ is the number of substrate cells in the common cell.

For $\varepsilon<2-\sqrt3\approx0.268$ the following scheme finds every such interface:
\begin{enumerate}
\item List the superlattices of both lattices by Hermite normal forms and reduce their bases to $S=AP$ and $F=BQ_0$.
\item For each pair, test $T=S(FV)^{-1}$ for every $V$ in a finite set of integer matrices with $\det V=1$, bounded in (\ref{vbound}).
\item Store each accepted map as the rational matrix $M=P(Q_0V)^{-1}$ in lowest terms, and group these by symmetry.
\end{enumerate}
The naive scheme compares the two reduced bases as they stand, which means $V=1$. It loses interfaces and counts others repeatedly. Step 2 cures the first fault and step 3 the second.

\section{Superlattices, each listed once}

A superlattice has infinitely many bases, so listing integer matrices repeats it without end. Work in lattice coordinates, and let $L\subset\mathbb Z^2$ have index $n$. The vectors of $L$ with zero second component are the multiples of some $(h,0)$, $h>0$. The second components of all vectors of $L$ are the multiples of some $m>0$; choose $(k,m)\in L$. Any $(x,y)\in L$ has $y=jm$, and $(x,y)-j(k,m)$ has zero second component, so it is a multiple of $(h,0)$. These two vectors are therefore a basis. Here $h$ and $m$ are fixed by $L$, and $k$ is fixed up to multiples of $h$. Hence
\begin{equation}
H=\begin{pmatrix}h&k\\0&m\end{pmatrix},\qquad hm=n,\quad 0\le k<h,
\end{equation}
lists each superlattice once. There are $h$ choices of $k$ for each divisor $h$, so their number is the divisor sum $\sigma(n)=\sum_{h|n}h$.

\section{Reduction and two safe filters}

The columns of $H$ may be long and nearly parallel. Gauss reduction swaps them if the first is longer, subtracts from the second the nearest integer multiple of the first, and repeats. Lengths decrease within a discrete set, so it stops, with
\begin{equation}
|f_1|\le|f_2|,\qquad |f_1\cdot f_2|\le\tfrac12|f_1|^2 .
\end{equation}
If needed, the sign of $f_2$ is changed to make the basis right-handed. Write $\alpha=|f_1|^2$ and $\beta=|f_2|^2$. For integers $p,q$,
\begin{align}
|pf_1+qf_2|^2&=p^2\alpha+2pq\,f_1\!\cdot\! f_2+q^2\beta\nonumber\\
&\ge(p^2-|pq|)\alpha+q^2\beta\nonumber\\
&=\alpha(p^2-|pq|+q^2)+q^2(\beta-\alpha).
\label{form}
\end{align}
The first bracket is a positive integer unless $p=q=0$. So every nonzero vector has squared length at least $\alpha$, and every vector with $q\ne0$ at least $\alpha+(\beta-\alpha)=\beta$. Thus $|f_1|$ is the shortest length in the lattice and $|f_2|$ the shortest among vectors independent of $f_1$.

These two lengths change little under strain, because $(1-\varepsilon)|v|\le|Tv|\le(1+\varepsilon)|v|$. The images $Tf_1,Tf_2$ are independent substrate vectors, which gives the upper bound below; the same argument with $T^{-1}$ gives the lower one:
\begin{equation}
(1-\varepsilon)|f_i|\le|s_i|\le(1+\varepsilon)|f_i| ,\qquad i=1,2.
\label{minima}
\end{equation}
Also $\det T=\sigma_1\sigma_2$, so
\begin{equation}
(1-\varepsilon)^2\le\frac{n_s\det A}{n_f\det B}\le(1+\varepsilon)^2 .
\end{equation}
In the example below this leaves at most two film indices $n_f$ for each $n_s$; the window widens with $\varepsilon$ and $n_s$. Both conditions are necessary, so neither discards a valid interface. They are not sufficient: the area depends on the angle only through its sine, which hardly changes near a right angle and is the same for supplementary angles.

\section{Why reduced bases cannot simply be compared}

Take a substrate cell with columns $(1,0)$ and $(0.49,1.2)$, and a film lattice generated by $(1,0)$ and $(0.51,1.2)$. The lattices are nearly equal. But $0.51>\frac12$, so reduction replaces the second film vector by $(-0.49,1.2)$. Matching the reduced bases column by column gives
\begin{equation}
T=\begin{pmatrix}1&0.98/1.2\\0&1\end{pmatrix},
\end{equation}
with a largest principal strain of 48.85\,\%. Adding the first film vector back to the second changes the off-diagonal entry to $-0.02/1.2$ and the strain to 0.837\,\%.

Comparing side lengths and the acute angles between the sides instead is no cure. The two reduced cells have equal sides and supplementary angles, so they would appear to match without strain. The map behind that match sends $(1,0)$ to $(-1,0)$ and $(-0.49,1.2)$ to $(0.49,1.2)$: it is a mirror, and the film would have to be turned over.

The reduced basis is a discontinuous function of the lattice, whereas its two lengths are continuous. This is why (\ref{minima}) is safe and a comparison of vectors is not.

\section{The finite set that restores completeness}

If $T$ carries the film superlattice onto the substrate one, $TF$ and $S$ are bases of the same lattice:
\begin{equation}
S=TFV,\qquad V=\begin{pmatrix}x&p\\y&q\end{pmatrix},\qquad xq-py=1 .
\end{equation}
The determinant is $+1$ because $S$, $T$ and $F$ all have positive determinants. The columns of $FV$ are $T^{-1}s_i$, and (\ref{minima}) gives
\begin{equation}
|T^{-1}s_i|\le\frac{|s_i|}{1-\varepsilon}\le\kappa|f_i|,\qquad \kappa=\frac{1+\varepsilon}{1-\varepsilon}.
\end{equation}

For the first column, (\ref{form}) with $\beta\ge\alpha$ gives $\alpha(x^2-|xy|+y^2)\le\kappa^2\alpha$. If $|x|\ge2$, then
\begin{equation}
x^2-|xy|+y^2=\left(|y|-\tfrac12|x|\right)^2+\tfrac34x^2\ge3 ,
\end{equation}
and likewise if $|y|\ge2$. So for $\kappa^2<3$ both entries lie in $\{-1,0,1\}$. Solving $\kappa<\sqrt3$ gives $\varepsilon<(\sqrt3-1)/(\sqrt3+1)=2-\sqrt3\approx0.268$.

For the second column, $p^2-|pq|\ge-q^2/4$, so its squared length is at least $q^2(\beta-\alpha/4)\ge\frac34q^2\beta$. With $|q|\ge2$ this is at least $3\beta>\kappa^2\beta$, which is excluded. With $q=0$ the determinant forces $|p|=1$. With $|q|=1$, (\ref{form}) gives $(p^2-|p|)\alpha+\beta\le\kappa^2\beta$. Completing the square,
\begin{equation}
|q|\le1,\qquad |p|\le\frac12+\sqrt{\frac14+(\kappa^2-1)\frac{|f_2|^2}{|f_1|^2}} .
\label{vbound}
\end{equation}
This is the finite set. At $\varepsilon=2\,\%$, $\kappa^2-1=0.083$, and $|p|=2$ is allowed only if $|f_2|^2/|f_1|^2\ge2/0.083$, a side ratio of about 4.9. For more compact cells all entries lie in $\{-1,0,1\}$. The condition $xq-py=1$ then needs either $xq=1$, $py=0$ ($2\times5$ cases) or $xq=0$, $py=-1$ ($5\times2$ cases), which makes 20 matrices.

Long cells do need more. Let $f_1=(1,0)$, $f_2=(0.3,40)$, and let $T$ have unit diagonal and off-diagonal entries 0.03, so that its principal strains are $\pm3\,\%$. Then $Tf_1=(1,0.03)$ and $Tf_2=(1.5,40.009)$, and the projection coefficient is
\begin{equation}
\frac{Tf_1\cdot Tf_2}{|Tf_1|^2}=\frac{1.5+1.200}{1.0009}=2.70 .
\end{equation}
Reduction subtracts $3\,Tf_1$, so $p=-3$. Measured along the strained first side, this small shear moves the far end of the long cell by $2.70-0.30=2.4$ short sides. The bound (\ref{vbound}) allows $|p|\le14$ here; it is safe but not tight.

\section{Strain and rotation from one matrix}

Let $T$ have entries $t_{ij}$ and split it as
\begin{equation}
\begin{aligned}
T={}&\frac12\begin{pmatrix}t_{11}+t_{22}&t_{12}-t_{21}\\t_{21}-t_{12}&t_{11}+t_{22}\end{pmatrix}\\
&+\frac12\begin{pmatrix}t_{11}-t_{22}&t_{12}+t_{21}\\t_{12}+t_{21}&t_{22}-t_{11}\end{pmatrix}.
\end{aligned}
\end{equation}
The first part is a rotation by $\theta$ times $u$, the second a reflection times $w$, with
\begin{equation}
\begin{aligned}
u&=\tfrac12\sqrt{(t_{11}+t_{22})^2+(t_{21}-t_{12})^2},\\
w&=\tfrac12\sqrt{(t_{11}-t_{22})^2+(t_{12}+t_{21})^2},
\end{aligned}
\end{equation}
and $\theta=\operatorname{atan2}(t_{21}-t_{12},\,t_{11}+t_{22})$. As a unit vector turns, its two images turn in opposite senses, so the length of their sum runs between $|u-w|$ and $u+w$. Since $\det T=u^2-w^2>0$, we have $u>w$ and $\sigma=u\pm w$. The principal strains are $u\pm w-1$, and the test in (\ref{limits}) is $|u-1|+w\le\varepsilon$. Undoing the rotation leaves $u$ times the identity plus $w$ times a reflection, a symmetric positive matrix, so $\theta$ is the rotation of the polar decomposition.

\section{Removing repetitions}

With $Q=Q_0V$, the condition $TBQ=AP$ gives
\begin{equation}
T=AMB^{-1},\qquad M=PQ^{-1}=\frac ND,
\end{equation}
where $N$ is an integer matrix and $D>0$ has no factor common to all entries of $N$. A supercell replaces $P,Q$ by $PW,QW$ and leaves $M$ unchanged. So $M$ labels the interface, and equal labels are merged.

The smallest common cell follows from $M$. Film coordinates $z$ belong to it if $Nz$ is divisible by $D$. By the Smith normal form, $N=U_1\,\mathrm{diag}(e_1,e_2)\,U_2$, with $U_{1,2}$ integer of determinant $\pm1$ and $|e_1|$ the common divisor of the entries of $N$, which is coprime to $D$. In coordinates $U_2z$ the first component must be a multiple of $D$ and the second of $D/\gcd(e_2,D)$. Because $e_1$ is coprime to $D$, $\gcd(e_2,D)=\gcd(e_1e_2,D)=\gcd(\det N,D)\equiv g$. Hence
\begin{equation}
n_f=\frac{D^2}{g},\qquad n_s=n_f\det M=\frac{\det N}{g}.
\label{cell}
\end{equation}

Point operations $g_s,g_f$, written as integer matrices, make $g_sMg_f$ equivalent to $M$ if $\det g_s\det g_f=1$, which keeps $\det T>0$. They are rotations or reflections in space, so the strains do not change. The groups must be those of the crystals, which can be smaller than those of the bare lattices.

\section{MoS$_2$ on a graphene sheet}

Take rough lattice constants $a_s=0.246$ nm for graphene and $a_f=0.316$ nm for a MoS$_2$ monolayer, with $\varepsilon=2\,\%$ and $\mathcal A_{\max}=2$ nm$^2$. The graphene cell has area $\frac{\sqrt3}2a_s^2=0.05241$ nm$^2$, so $n_s\le38$, and the divisor sums up to 38 add to 1196 substrate superlattices.

Both lattices have 12 point operations. The film itself has six, three rotations and three mirrors; the other six are these times $-1$. Since $-1$ commutes with $M$ and is a symmetry of the graphene sheet, the lattice groups give the right classes here.

The scheme, run numerically, finds 66 matrices $M$ in six classes:
\begin{center}
\begin{tabular}{rrrrrr}
$n_s$&$n_f$&area&strain&angle&energy\\
&&nm$^2$&\%&deg&eV/nm$^2$\\
\hline
12&7&0.629&$1.93$&10.9&0.371\\
21&13&1.101&$-1.06$&3.0&0.112\\
21&13&1.101&$-1.06$&24.8&0.112\\
27&16&1.415&$1.13$&30.0&0.127\\
31&19&1.625&$-0.56$&27.6&0.032\\
31&19&1.625&$-0.56$&14.5&0.032
\end{tabular}
\end{center}
In every class the two principal strains are equal; no anisotropic match lies within these limits. Then $\det T=\sigma^2$ and
\begin{equation}
\sigma=\frac{a_s}{a_f}\sqrt{\frac{n_s}{n_f}} .
\label{iso}
\end{equation}
For 31 on 19 this is $0.7785\times1.2773=0.9944$. Five classes have 12 members each, from six rotations by $60^\circ$ and two senses of rotation. At $30^\circ$ the two senses coincide up to such a rotation, leaving six: $5\times12+6=66$.

One member of the 31 on 19 class has
\begin{equation}
P=\begin{pmatrix}5&6\\-1&5\end{pmatrix},\quad
Q=\begin{pmatrix}2&5\\-3&2\end{pmatrix},\quad
M=\frac1{19}\begin{pmatrix}28&-13\\13&15\end{pmatrix},
\end{equation}
for primitive vectors at $120^\circ$, the first along $x$. Here $\det N=420+169=589=19\times31$, so $g=19$, and (\ref{cell}) returns $n_f=19$, $n_s=31$. The map has $t_{11}=t_{22}=0.8809$ and $t_{21}=-t_{12}=0.4613$. Thus $w=0$, $u=0.9944$ and $\theta=27.6^\circ$. The common cell is a rhombus of side $\sqrt{31}\,a_s=1.370$ nm.

Comparing reduced bases with $V=1$, with ties in the reduction left as they fell, found four of the six classes in this run. The cause here is a tie. A hexagonal cell has two kinds of reduced basis, with angles of $60^\circ$ and $120^\circ$. If film and substrate have the same kind, $V=1$ gives a uniform scaling with a rotation and the class is found. A class is therefore lost only when the kinds differ. The count thus depends on how the reduction settles ties. Taking the $120^\circ$ basis in both lattices recovers all six classes here, though not all 66 matrices; the others follow by symmetry. Such a rule does not replace $V$ in general, because it does not remove the jump shown above for oblique cells.

\section{What the list does and does not say}

The least strain is 1.93\,\% for areas up to 1 nm$^2$, 1.06\,\% up to 1.5 nm$^2$ and 0.56\,\% up to 2 nm$^2$. The list is complete for its limits, but it does not converge to a preferred cell; a larger area admits closer fits.

The energy column uses plane-stress elasticity, where $e_i$ now denotes the principal strains and $\tau_i$ the principal stresses (force per length). Inverting $e_1=(\tau_1-\nu\tau_2)/Y$ and its partner gives $\tau_1=Y(e_1+\nu e_2)/(1-\nu^2)$, and half the sum of $\tau_ie_i$ is
\begin{equation}
E=\frac{Y}{2(1-\nu^2)}\left(e_1^2+e_2^2+2\nu e_1e_2\right)=\frac{Ye^2}{1-\nu}
\end{equation}
for $e_1=e_2=e$. With rough values $Y=120$ N/m and $\nu=0.25$, a strain of 2\,\% costs 0.40 eV/nm$^2$. This is a fifth of a rough van der Waals adhesion of 2 eV/nm$^2$; the 31 on 19 cells cost 1.6\,\% of it. The film gains by locking only if the part of the adhesion that depends on registry repays this cost. The list does not contain that energy, so its cells are candidates.

The lattice constants are typical of the real pair, but a rigid substrate is not typical of a free graphene sheet. With $Y_s=340$ N/m and equal $\nu$, minimizing $Yz^2+Y_s(1-z)^2$ over the film's share $z$ of the strain gives $z=Y_s/(Y+Y_s)=0.74$, and the energy falls to the same fraction of its rigid-substrate value. This figure is only as good as the moduli. Graphene's own Poisson ratio is lower, near 0.16, and using the biaxial modulus $Y/(1-\nu)$ of each sheet then gives 0.72; a stiffer film with $Y=180$ N/m would give 0.63. This holds if both sheets stay flat; a free pair can also curl, which relieves more of the strain. Locking itself is also an assumption. An unstrained film drifts from the 31 on 19 pattern by one film vector in $0.316/0.00562=56$ nm.

The pattern recurs sooner. A relative shift by any sum of a substrate vector and a strained film vector restores it up to a common translation. These sums form a lattice $n_f$ times denser than the substrate's, since the film lattice has $n_f$ classes modulo the common superlattice. Here it is hexagonal, with constant $a_s/\sqrt{19}=0.056$ nm, so the unstrained pattern repeats about every $0.056/0.0056=10$ nm. If the misfit gathers into lines, these are misfit dislocations, and such sums are their possible Burgers vectors.

Temperature matters for the ranking. A rough expansion difference of $7\times10^{-6}$ K$^{-1}$ over 700 K enlarges the film by 0.49\,\% relative to graphene. The six classes remain, but by (\ref{iso}) the strain of 31 on 19 becomes $-1.05\,\%$ and that of 27 on 16 falls to 0.63\,\%, now the least. Rounding matters for membership. With $a_f=0.315$ nm one class leaves and one enters: 12 on 7 rises to 2.25\,\%, and 19 on 12 moves from $-2.04\,\%$ to $-1.73\,\%$. With 0.317 nm the six classes are unchanged. A strain limit should therefore exceed the intended one by at least the uncertainty of the lattice mismatch, with the final choice made at the temperature of interest.

All numerical values are calculated from the stated model.
